Finding the helium neutralisation velocity from ion yields at two energies

**The problem**

A beam of He⁺ ions strikes an aluminium surface at normal incidence. An analyser collects the ions that leave at 45° to the surface normal, after scattering through θ = 135°. The single-scattering peak areas per unit of incident charge are

Y₁ = 400 counts/nC at E₁ = 150 eV,
Y₂ = 1040 counts/nC at E₂ = 300 eV.

They are invented for this exercise, and are taken as already corrected for analyser transmission and detector efficiency. The charge collected is 10 nC at each energy. The surface and the geometry are the same in both runs.

Most of the helium is neutralised near the surface and is not counted. Assume that an ion survives each leg of its path with probability exp(−v_c/v_⊥), where v_⊥ is its speed along the normal on that leg and v_c is the characteristic neutralisation velocity. Find v_c and its counting error.

**A tempting solution**

First take the survival law. Let z be the height above the plane of the surface atoms and Γ(z) the neutralisation rate there. The number N of ions still charged obeys

dN/dt = −Γ(z) N.

On the way in, dt = −dz/v_in, where v_in is a positive normal speed. Integrating from far away down to z = 0 gives

ln(N/N₀) = −(1/v_in) ∫₀^∞ Γ(z) dz = −v_c/v_in.

This identifies v_c as the integral of the rate over height, which has the dimension of a speed. On the way out dt = dz/v_out, and the same integral appears over v_out. The two survival probabilities multiply:

P = exp(−v_c S), S = 1/v_in + 1/v_out.

The derivation assumes a constant normal speed on each leg and a sharp turn at the atomic plane.

The exit speed follows from an elastic collision with a free atom at rest. Let M₁ and M₂ be the masses of helium and aluminium, A = M₂/M₁, v the initial speed, v′ the final speed of the helium and w the recoil speed. Energy conservation gives

M₂w² = M₁(v² − v′²).

The recoil momentum is the difference of the initial and final helium momenta, so

M₂²w² = M₁²(v² + v′² − 2vv′ cos θ).

Multiply the first equation by M₂, equate the two right-hand sides, divide by M₁²v² and write q = v′/v:

A(1 − q²) = 1 + q² − 2q cos θ,
(1 + A)q² − 2q cos θ − (A − 1) = 0.

For A > 1 the product of the roots is negative, so one root is positive. It is

q = [cos θ + √(A² − sin² θ)]/(1 + A).

With A = 26.982/4.0021 = 6.742 this gives q = 0.7747. The retained energy fraction is K = q² = 0.6002.

For incidence at angle α and exit at angle β to the normal,

S = (1/v)[1/cos α + 1/(√K cos β)].

Here α = 0 and β = 45°, so the bracket is 1 + 1/(0.7747 × 0.7071) = 2.826. The incident speeds √(2E/M₁) are 8.505 × 10⁴ m/s and 1.2027 × 10⁵ m/s. Hence

S₁ = 3.322 × 10⁻⁵ s/m, S₂ = 2.349 × 10⁻⁵ s/m,
S₁ − S₂ = 9.731 × 10⁻⁶ s/m.

The yield is also proportional to the differential scattering cross section σ. Two charged nuclei repel each other, so one may reach for the Rutherford law, σ ∝ E⁻². Doubling the energy then divides σ by four, and the ratio of survival probabilities becomes

P₂/P₁ = (1040/400) × 4 = 10.4.

Since ln(P₂/P₁) = v_c(S₁ − S₂), the result would be

v_c = ln(10.4)/(9.731 × 10⁻⁶ s/m) = 2.41 × 10⁵ m/s. (wrong)

**Where the fault lies**

The survival law and the kinematics stand within their assumptions. The fault is the factor of four.

The Rutherford law can be traced to a count of lengths. For a bare Coulomb potential V = k/r, the collision energy E_cm and the constant k form one length, k/E_cm. The impact parameter b that produces a given deflection must be this length times a function of the angle. A cross section is an area, so at fixed angle it varies as (k/E_cm)².

The electrons around the nuclei bring in a second length, the screening length a, and this argument no longer fixes the power of E. The law can survive approximately if the collision takes place well inside a. Here it does not. In the screened potential introduced in the next section, a = 0.0157 nm, while the closest approach is 0.0438 nm at 150 eV and 0.0324 nm at 300 eV. Even at closest approach the nuclei are two to three screening lengths apart.

The strength of the screening can be read from energy conservation. At closest approach the radial motion stops, and

V(r_min) = E_cm(1 − b²/r_min²).

At 150 eV the values E_cm = 130.63 eV, b = 0.01014 nm and r_min = 0.04378 nm give V = 124 eV. The bare potential at that distance, with k = Z₁Z₂e²/(4πε₀) = 37.4 eV nm, would be 855 eV. Screening has reduced the repulsion to about 14 per cent of its bare value. At 300 eV the same calculation gives about 21 per cent. The faster ion penetrates further and meets a less screened nucleus, so its cross section falls less steeply than the Rutherford law says.

**The right solution**

The cross section has to be computed from a screened potential. I use the universal (ZBL) form,

V(r) = (k/r) φ(r/a), a = 0.8854 a₀/(Z₁^0.23 + Z₂^0.23),
φ(x) = 0.18175 e^(−3.1998x) + 0.50986 e^(−0.94229x) + 0.28022 e^(−0.4029x) + 0.02817 e^(−0.20162x),

where a₀ is the Bohr radius, Z₁ = 2 and Z₂ = 13.

The collision is simplest in the centre-of-mass frame. The kinetic energy of relative motion is

E_cm = ½[M₁M₂/(M₁ + M₂)]v² = E M₂/(M₁ + M₂).

The centre of mass moves at v/(1 + A), and in its frame the helium has speed vA/(1 + A) both before and after the collision. The final laboratory velocity is the sum of these two vectors, so their components perpendicular to the laboratory exit direction must cancel:

[v/(1 + A)] sin θ = [vA/(1 + A)] sin(Θ − θ),
Θ = θ + arcsin(sin θ/A) = 141.02°.

Angular momentum conservation gives r² dψ/dt = vb for the polar angle ψ of the relative motion. Energy conservation, with the angular part of the kinetic energy written as E_cm b²/r², gives

|dr/dt| = v√F(r), F(r) = 1 − V(r)/E_cm − b²/r².

Dividing one rate by the other gives |dψ/dr| = b/(r²√F). The angle swept is twice the integral from r_min outwards, because the approach and the departure are mirror images. An undeflected particle sweeps π, so the deflection is

Θ(b) = π − 2b ∫ dr/(r²√F), from r_min to ∞.

The integrand diverges at r_min, where F = 0. The substitution r = r_min/(1 − s²) gives dr/r² = 2s ds/r_min, and therefore

Θ(b) = π − (4b/r_min) ∫₀¹ s ds/√F.

Near s = 0, F is proportional to s², so the new integrand is finite and ordinary quadrature works. One varies b until Θ = 141.02°, then finds dΘ/db from neighbouring values of b.

Ions that arrive in a ring of area 2πb db leave in the solid angle 2π sin Θ |dΘ|. Hence

σ = b/(sin Θ |dΘ/db|).

This is the centre-of-mass cross section. Its laboratory counterpart contains the further factor sin Θ dΘ/(sin θ dθ), which depends on θ and A but not on energy. It cancels in the ratio needed here. The numerical results are

σ₁ = 2.508 × 10⁻⁴ nm²/sr, σ₂ = 1.300 × 10⁻⁴ nm²/sr,
σ₂/σ₁ = 0.518.

Between these two energies σ falls on average as E^(−0.95), not as E⁻². A rough geometric reading of the same orbits gives a similar figure: the square of the ratio of closest approaches is (0.0324/0.0438)² = 0.55, close to the computed 0.518.

Now write each yield as

Y = C σ exp(−v_c S),

where C contains the atom density, the detection solid angle and the other factors that do not change between the runs. Dividing the second yield by the first removes C:

(Y₂/σ₂)/(Y₁/σ₁) = exp[v_c(S₁ − S₂)].

Taking logarithms,

v_c = ln[(Y₂/σ₂)/(Y₁/σ₁)]/(S₁ − S₂).

With the numbers,

(1040/400)/0.5183 = 5.016, ln 5.016 = 1.613,
v_c = 1.613/(9.731 × 10⁻⁶ s/m) = 1.66 × 10⁵ m/s = 0.166 nm/fs.

The Rutherford answer is 45 per cent above this value. Leaving out the cross-section correction altogether would give ln(2.6)/(S₁ − S₂) = 9.8 × 10⁴ m/s, which is 41 per cent below it. The signs follow from the formula: assuming too steep a fall of σ credits neutralisation with too much of the change in yield, and assuming no fall credits it with too little.

The extraction was tested on synthetic yields with a known answer. Their cross sections came from two-body orbits followed in time, and their survival from integrating dN/dt = −ΓN with Γ = (1.1 fs⁻¹) exp[−(z/0.15 nm)²] and a sharp turn at z = 0. The integral of this rate is 1.4623 × 10⁵ m/s, and the formula returned 1.4623 × 10⁵ m/s.

**Counting error and choice of energies**

The recorded counts are n₁ = 4000 and n₂ = 10400. For independent Poisson counts the relative variance of each is 1/n. To first order these add in the logarithm of the ratio, so

δv_c = √(1/n₁ + 1/n₂)/(S₁ − S₂)
= 0.0186/(9.731 × 10⁻⁶ s/m) = 1.9 × 10³ m/s,

or 1.2 per cent of v_c.

At fixed geometry S varies as E^(−1/2), so

S₁ − S₂ = S₁[1 − √(E₁/E₂)].

If the two energies approach each other, this difference goes to zero. The error then grows without limit, and so does the effect of any fixed error in the logarithm of σ₂/σ₁. If both energies are raised at a fixed ratio, S₁ falls and the difference shrinks too. The survival probabilities then approach one, and the yields carry little information about neutralisation. Low energies give a stronger signal in the ratio, but fewer surviving ions.

**What a third energy can and cannot show**

Two yields fix two unknowns, C and v_c, so they fit the model whether or not it is true. A third yield can disagree. At 220 eV the model predicts 733 counts/nC.

How sharp is this test? By the model, ln(Y/σ) is linear in S, and the prediction interpolates between the two measured points. Since S ∝ E^(−1/2), the weight of the upper point is

W = [1 − √(150/220)]/[1 − √(150/300)] = 0.595.

The wrong Rutherford analysis also predicts a yield at 220 eV:

400 × (150/220)² × 10.4^0.595 ≈ 749 counts/nC.

The two predictions differ by about 2 per cent, although their values of v_c differ by 45 per cent. The counting error of the interpolated value is √[(0.405)²/4000 + (0.595)²/10400] = 0.9 per cent. A 10 nC measurement at 220 eV adds 1.2 per cent, which makes 1.5 per cent together. Such a point would hardly separate the two analyses. Over this interval an error in the power of E is largely absorbed by a changed v_c, so agreement at an intermediate energy does not confirm the cross section.

**What the extracted number means**

If the rate differs between the inward and outward legs, the exponent is v_c,in/v_in + v_c,out/v_out. Both terms vary as E^(−1/2), so the method returns the mean of the two velocities weighted by the inverse normal speeds. In this geometry the weights are 1/2.826 = 35 per cent for the inward leg and 65 per cent for the outward leg.

The sharp turn at z = 0 is a more serious assumption. A real orbit turns above the atomic plane, at a height that depends on energy. It misses the deepest part of the rate profile, but the ion also spends extra time moving slowly near its turning point. To size the net effect, take Γ ∝ exp(−z/L) with L = 0.1 nm, a chosen trial value, and integrate it along the computed orbits. The exponent is then f₁ = 0.819 of its sharp-turn value at 150 eV and f₂ = 0.884 at 300 eV. The two-energy method measures a difference of exponents, so it returns the fraction

(f₁S₁ − f₂S₂)/(S₁ − S₂) = 0.66

of the integral of Γ down to the plane. This lies below both f₁ and f₂ because f rises with energy and the difference magnifies that rise. For L = 0.2 nm the fraction is 0.83.

The extracted v_c is therefore an operational parameter of the sharp-turn model. If the rate had the trial form with L = 0.1 nm, its integral would be about 1.66 × 10⁵/0.66 = 2.5 × 10⁵ m/s. That this resembles the Rutherford answer is an accident of the trial value of L.

The absolute survival probabilities are affected too. The sharp-turn model gives P₁ = 0.0041 and P₂ = 0.020. With the trial rate, the first exponent changes from v_cS₁ = 5.51 to 5.51 × 0.819/0.662 = 6.8, and P₁ drops to about 0.001. The ratio P₂/P₁ is still 5.0, as inferred from the yields and the computed cross sections. Two relative yields constrain that ratio far better than they constrain either probability.

**Comparison with real helium scattering from aluminium**

A v_c of order 10⁵ m/s is commonly reported for helium ions at metal surfaces, but the yields here are invented, so this agreement does not test the method. The energies are lower than the roughly 0.5 to several keV common in low-energy ion scattering. They were kept low because aluminium reionises neutral helium in close collisions above a threshold of roughly a few hundred electronvolts, a value not computed here. At 300 eV the model's inward survival is p = 0.252. Suppose that a fraction R of the ions neutralised on the way in were reionised in the collision and counted in the same peak. If the energy spent on ionisation is neglected, the yield would be multiplied by 1 + R(1 − p)/p. For R = 1 per cent at the upper energy alone, this is an extra 3 per cent of yield, and removing it lowers v_c by 1.8 per cent. For R = 10 per cent the same formula, with p recomputed from the lowered v_c until the two agree, gives a reduction of about 13 per cent, so the two-energy method should not be carried above the threshold without terms for charge exchange in the close collision. That exchange runs both ways: it also neutralises ions that survived the way in, which lowers the yield and has not been sized here, and 300 eV may already be near or above the threshold. Two other changes are smaller than this 13 per cent. Replacing the ZBL potential by the Molière potential with the Firsov screening length raises v_c by 3.5 per cent, and a rough 2 eV gain from image attraction before the collision raises it by 1.2 per cent. The first figure compares two universal potentials and does not bound the error of either for this particular pair. A static Hartree–Fock potential for the closed-shell ¹Σ state of HeAl⁺ gives σ₂/σ₁ of about 0.43 and raises v_c by about 11 per cent. This needs an uncontracted basis: uncontracted double- and triple-zeta sets give 0.431 and 0.433, while a contracted double-zeta set, whose core cannot respond at these distances, gives 0.46 and 8 per cent. It too is only an estimate. Near 0.034 nm a triplet state lies within about 1 eV of it, slightly lower at the Hartree–Fock level. The closed-shell state separates into He and Al⁺, not into the He⁺ and Al of the experiment, and the static potential leaves out the electronic excitation and charge exchange that can occur in the collision. Multiple scattering, shadowing by neighbouring atoms and oxidation of the surface have not been sized. The counting error of 1.2 per cent is thus only part of the uncertainty, and for the trial rates above the finite turning region outweighs it. The numerical output below lists the corresponding values of v_c, except for the case R = 10 per cent and the Hartree–Fock estimate.

Calculated quantities

```
Masses He+, Al: 4.0021, 26.982 u
Scattering angle lab, CM: 135.0, 141.02 deg
Incidence, exit from normal: 0, 45 deg
Kinematic factor K: 0.6002; sqrt K: 0.7747
ZBL screening length: 0.01574 nm
--- Incident energy: 150 eV
Yield: 400 counts/nC; counts: 4000
Final energy: 90.02 eV; CM energy: 130.63 eV
Normal speeds in, out: 8.5045e+04, 4.6587e+04 m/s
Inverse-speed sum S: 3.3224e-05 s/m
Impact parameter: 0.01014 nm; closest approach: 0.04378 nm
CM cross section: 2.5084e-04 nm^2/sr
Survival probability: 0.00406
--- Incident energy: 300 eV
Yield: 1040 counts/nC; counts: 10400
Final energy: 180.05 eV; CM energy: 261.25 eV
Normal speeds in, out: 1.2027e+05, 6.5884e+04 m/s
Inverse-speed sum S: 2.3493e-05 s/m
Impact parameter: 0.00728 nm; closest approach: 0.03238 nm
CM cross section: 1.3002e-04 nm^2/sr
Survival probability: 0.02038
--- Extraction
Yield ratio Y2/Y1: 2.6000
Cross-section ratio sigma2/sigma1: 0.5183
Effective power n in sigma ~ E^-n: 0.948
Corrected ratio: 5.0161; log: 1.6126
S1 - S2: 9.7309e-06 s/m
v_c: 1.6572e+05 m/s = 0.1657 nm/fs
Counting error of v_c: 1.91e+03 m/s
Predicted yield at 220 eV: 733.5 counts/nC
v_c without cross-section correction: 9.8193e+04 m/s
v_c with Rutherford E^-2: 2.4066e+05 m/s
--- Neglected effects
Moliere-Firsov cross-section ratio: 0.4898
v_c with Moliere-Firsov: 1.7154e+05 m/s
v_c with 2 eV image gain: 1.6763e+05 m/s
Inward survival at 300 eV: 0.2521
Extra yield for 1% reionisation: 2.97 %
v_c after removing that extra yield: 1.6272e+05 m/s
Rate decay length 0.1 nm, orbit/sharp-turn exponent: 0.819 (E1), 0.884 (E2)
  two-energy v_c / integral of rate to plane: 0.662
Rate decay length 0.2 nm, orbit/sharp-turn exponent: 0.912 (E1), 0.946 (E2)
  two-energy v_c / integral of rate to plane: 0.830
Synthetic test, known and found v_c: 1.4623e+05, 1.4623e+05 m/s
```
